# The time lag of hydrogen permeation through a planar film, part 1

(Sections cited here and not found follow in the second part.)

## First half: the source, the straight line and its intercept

**Q:** You want to extract a diffusivity from hydrogen leaking through a film. Before any formula, what is held fixed, and what is measured?

**A:** The film fills \(0<x<L\) and is wide enough for only \(x\) to matter. Let \(c(x,t)\) be the number of mobile hydrogen atoms per volume and \(J(x,t)\) their flux, counted positive towards the exit face at \(x=L\). The first model has a constant diffusivity \(D\), no field and no traps:

\[
c_t=-J_x,\qquad J=-D\,c_x .
\]

Subscripts \(t\) and \(x\) denote derivatives. The first equation is conservation of hydrogen and the second is Fick's law. The film starts empty, and from \(t=0\) its faces are held at

\[
c(0,t)=c_0,\qquad c(L,t)=0 .
\]

The measured quantity is the amount per area that has left through the exit,

\[
Q(t)=\int_0^t J(L,t')\,dt' .
\]

After a long time the flux is steady and \(Q\) follows a straight line. The time lag \(t_{\rm lag}\) is the time at which that line, extended backwards, crosses \(Q=0\).

**Q:** "Constant source" could also mean a constant flux entering the film. Are you free to choose?

**A:** No. The two sources give different lags. Here the phrase means a constant concentration just inside the entry face, as when a gas at fixed pressure exchanges rapidly with the surface. The other source needs its own calculation.

**Q:** Then derive the intercept for the fixed concentration. I expect an infinite series.

**A:** The intercept does not need one. Multiply the conservation law by \(x\), integrate over the film, and integrate by parts:

\[
\frac{d}{dt}\int_0^L x\,c\,dx=-\int_0^L xJ_x\,dx
=-\big[xJ\big]_0^L+\int_0^L J\,dx .
\]

At \(x=0\) the boundary term vanishes because of the factor \(x\), and at \(x=L\) it gives \(-LJ(L,t)\). Fick's law turns the last integral into a difference of face concentrations:

\[
\int_0^L J\,dx=-D\,[c(L,t)-c(0,t)]=Dc_0 .
\]

Therefore

\[
\frac{d}{dt}\int_0^L x\,c\,dx=-L\,J(L,t)+Dc_0 .
\]

Now integrate from \(0\) to \(t\). The moment on the left starts at zero because the film starts empty, so

\[
L\,Q(t)=Dc_0t-\int_0^L x\,c(x,t)\,dx .
\tag{1}
\]

This holds at every time, not just late ones.

**Q:** Why the weight \(x\)? It looks like a trick.

**A:** It removes the unknown. The entry flux \(J(0,t)\) is not prescribed in this experiment, and a weight that vanishes at the entry face eliminates it. Its constant slope then makes the remaining integral depend on the two known face concentrations alone.

**Q:** Equation (1) still contains the unknown profile.

**A:** At late times the profile is steady. Then \(J\) is independent of \(x\), so \(c\) is linear in \(x\), and the face values fix it:

\[
c_s(x)=c_0\left(1-\frac{x}{L}\right).
\]

Its moment is

\[
\int_0^L x\,c_s\,dx=c_0\left(\frac{L^2}{2}-\frac{L^2}{3}\right)=\frac{c_0L^2}{6}.
\]

Put this into (1) and divide by \(L\):

\[
Q(t)\to\frac{Dc_0}{L}\left(t-\frac{L^2}{6D}\right),
\qquad
t_{\rm lag}=\frac{L^2}{6D}.
\tag{2}
\]

The source concentration sets the slope but cancels from the intercept. The lag therefore gives \(D\) without a knowledge of \(c_0\). A measured lag gives \(D=L^2/(6t_{\rm lag})\); a small relative error in \(L\) enters \(D\) twice over, an error in the lag once.

**Q:** What has the six to do with filling the film? The steady film stores \(c_0L/2\), not \(c_0L/6\).

**A:** Compare the exit with a film that had delivered its steady flux from the start. By (2) the missing amount is \((Dc_0/L)\,t_{\rm lag}=c_0L/6\). Let \(Q_{\rm in}\) be the amount that has entered. At late times it exceeds \(Q\) by the stored amount:

\[
Q_{\rm in}\to\frac{Dc_0}{L}\left(t-\frac{L^2}{6D}\right)+\frac{c_0L}{2}
=\frac{Dc_0}{L}\left(t+\frac{L^2}{3D}\right).
\]

The entry has therefore taken in \(c_0L/3\) more than a steady intake would have supplied. One third of the stored hydrogen is accounted for by a deficit at the exit and two thirds by an excess at the entry. The lag registers the exit deficit.

**Q:** You assumed that the steady profile is reached. Show it, and tell me how long I must wait.

**A:** Write \(c=c_s+u\). The difference \(u\) obeys the same diffusion equation, vanishes on both faces, and starts as \(-c_s\). Functions \(\sin(n\pi x/L)\) vanish on both faces, and inserting one into \(u_t=Du_{xx}\) shows that it decays as \(e^{-n^2\pi^2Dt/L^2}\). With \(\xi=x/L\) and \(\tau=Dt/L^2\), its initial coefficient is

\[
b_n=-2c_0\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi .
\]

Integration by parts gives

\[
\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi
=\left[-\frac{(1-\xi)\cos n\pi\xi}{n\pi}\right]_0^1
-\int_0^1\frac{\cos n\pi\xi}{n\pi}\,d\xi=\frac1{n\pi},
\]

since the last integral is zero. Hence

\[
\frac{c}{c_0}=1-\xi-\frac2\pi\sum_{n=1}^{\infty}\frac{\sin n\pi\xi}{n}\,e^{-n^2\pi^2\tau}.
\]

Every term of the sum decays, so the steady profile is reached. To find \(Q\), use (1) in the form \(Q/(c_0L)=\tau-\int_0^1\xi(c/c_0)\,d\xi\), together with

\[
\int_0^1\xi\sin(n\pi\xi)\,d\xi
=\left[-\frac{\xi\cos n\pi\xi}{n\pi}\right]_0^1+\int_0^1\frac{\cos n\pi\xi}{n\pi}\,d\xi
=-\frac{(-1)^n}{n\pi}.
\]

The two minus signs combine to give

\[
\frac{Q}{c_0L}=\tau-\frac16-\frac2{\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}.
\tag{3}
\]

Differentiating with respect to \(t\), where \(d\tau/dt=D/L^2\), gives the exit flux

\[
J(L,t)=\frac{Dc_0}{L}\left[1+2\sum_{n=1}^{\infty}(-1)^ne^{-n^2\pi^2\tau}\right].
\tag{4}
\]

**Q:** So nothing comes out before the lag, and the steady flux comes out after it?

**A:** Neither. At the lag, \(\tau=1/6\), and the first two terms of (4) already give

\[
1-2e^{-\pi^2/6}+2e^{-4\pi^2/6}\approx1-0.386+0.003=0.617 .
\]

The exit flux has reached 62% of its steady value. The lag is the intercept of an asymptote and does not mark a first arrival.

**Q:** Suppose I stop early and draw the tangent to the data. Which way am I wrong?

**A:** A tangent at time \(t\) meets the axis at \(t-Q/J(L,t)\). At late times keep just the first exponential, \(E=e^{-\pi^2\tau}\), to first order. In units of \(L^2/D\) the intercept is

\[
\tau-\frac{\tau-\frac16+\frac{2E}{\pi^2}}{1-2E}
\approx\frac16-2E\left(\tau-\frac16+\frac1{\pi^2}\right).
\]

Here \(1/(1-2E)\approx1+2E\) was used. The bracket is positive at late times, so the intercept is too short and the inferred \(D\) too large. Evaluated with the full series, a tangent at one lag gives 0.62 of the true lag; at two lags, 0.87; at three, 0.96; and at five, 0.9975.

**Q:** Put in numbers for an oxide film.

**A:** Take rough, round values for hydrogen in an amorphous oxide semiconductor: \(L=200\) nm, a temperature of 473 K, and an Arrhenius law with prefactor \(10^{-3}\) cm²/s and activation energy \(E_a=0.80\) eV. The thermal energy \(k_BT\) is 0.04076 eV, so

\[
D=10^{-3}\,e^{-0.80/0.04076}\ {\rm cm^2/s}\approx2.99\times10^{-12}\ {\rm cm^2/s}.
\]

With \(L=2\times10^{-5}\) cm,

\[
t_{\rm lag}=\frac{4\times10^{-10}}{6\times2.99\times10^{-12}}\ {\rm s}\approx22.3\ {\rm s}.
\]

For \(c_0=10^{19}\) cm⁻³ the steady flux \(Dc_0/L\) is \(1.50\times10^{12}\) cm⁻² s⁻¹ and the steady film stores \(1.0\times10^{14}\) cm⁻². By the lag time \(7.8\times10^{12}\) cm⁻² has left.

A direct integration of the diffusion equation on 100 cells, with the line drawn through \(\tau=8\) and \(\tau=12\), gives a lag of \(0.16668\,L^2/D\), against \(1/6\) from (2).

**Q:** Now do the constant-flux source that you set aside.

**A:** Let \(J(0,t)=J_0\). Plain conservation from the empty state is enough, because the entry flux is now the known quantity:

\[
Q(t)=J_0t-\int_0^Lc\,dx .
\]

In the steady state \(J_0\) passes through every plane, so \(c_s=J_0(L-x)/D\), whose integral is \(J_0L^2/(2D)\). Therefore

\[
Q\to J_0\left(t-\frac{L^2}{2D}\right),\qquad t_{\rm lag}^{\rm flux}=\frac{L^2}{2D}.
\]

This is three times (2), or 66.8 s in the example. A fixed flux cannot supply the early excess found above, so the whole stored amount appears as a deficit at the exit. The same numerical integration gives \(0.50000\,L^2/D\).

**Q:** A real surface is surely between the two.

**A:** Let the entry face exchange hydrogen at a finite rate,

\[
J(0,t)=k\,[c_0-c(0,t)],\qquad \ell=\frac Dk,
\]

where \(c_0\) is now the concentration in equilibrium with the source, \(k\) is a velocity and \(\ell\) is a length. Use the weight \(x+\ell\):

\[
\frac{d}{dt}\int_0^L(x+\ell)c\,dx
=-(L+\ell)J(L,t)+\ell J(0,t)+D\,c(0,t).
\]

The last term is \(\int_0^LJ\,dx\) with zero exit concentration. Since \(\ell J(0,t)=D[c_0-c(0,t)]\), the unknown surface concentration cancels and the last two terms add to \(Dc_0\). Integrating in time,

\[
(L+\ell)Q=Dc_0t-\int_0^L(x+\ell)c\,dx .
\]

The steady profile has slope \(-J_s/D\) and vanishes at \(L\). The entry law then reads \(J_s=k(c_0-J_sL/D)\), which gives \(J_s=Dc_0/(L+\ell)\) and \(c_s=c_0(L-x)/(L+\ell)\). With

\[
\int_0^L(x+\ell)(L-x)\,dx=\frac{L^3}{6}+\frac{\ell L^2}{2}=\frac{L^2(L+3\ell)}{6},
\]

the intercept is

\[
t_{\rm lag}=\frac{L^2}{6D}\,\frac{L+3\ell}{L+\ell}.
\tag{5}
\]

Fast exchange, \(\ell\ll L\), gives the six. Slow exchange, \(\ell\gg L\), gives the two, because the entering flux is then nearly \(kc_0\) whatever the film does. For \(\ell=20\) nm the factor is \(260/220=1.18\). Someone who ignored this barrier would infer a \(D\) that is 15% below the true one.

**Q:** And if the film was not quite empty?

**A:** Return to fast exchange and let the film start with uniform concentration \(fc_0\), the exit face being held at zero from \(t=0\). The initial moment is \(fc_0L^2/2\), and it now survives the time integration:

\[
LQ=Dc_0t-\int_0^Lx\,c\,dx+\frac{fc_0L^2}{2},
\qquad
t_{\rm lag}=\frac{L^2}{6D}(1-3f).
\tag{6}
\]

A filling of 5% shortens the lag by 15%. At \(f=1/3\) the intercept is at zero, and beyond that it is negative, because the initial filling then adds more to the late release, \(fc_0L/2\), than the ideal deficit \(c_0L/6\) takes away.

## Second half: traps, fields and electrons

**Q:** Before you complicate the film, restate what you are carrying over.

**A:** The film has thickness \(L\), entry concentration \(c_0\) at \(x=0\), zero concentration at \(x=L\), and starts empty. \(D\) is the diffusivity, \(J\) the flux towards the exit and \(Q\) the released amount per area. The lag is the time-axis intercept of the late straight line of \(Q\). Multiplying conservation by \(x\) gave

\[
LQ=Dc_0t-\int_0^Lx\,c\,dx,\qquad t_{\rm lag}=\frac{L^2}{6D}.
\]

The example has \(L=200\) nm, \(c_0=10^{19}\) cm⁻³, a temperature of 473 K, \(k_BT=0.04076\) eV and \(D=2.99\times10^{-12}\) cm²/s, so the ideal lag is 22.3 s. Below, "factor" means a lag divided by \(L^2/(6D)\). Each effect is taken alone, with the other settings held fixed, and the factors need not multiply when effects act together.

**Q:** Start with traps. An amorphous oxide must have sites that hold hydrogen tightly.

**A:** Let trapped hydrogen have concentration \(n_t\) and be immobile. Conservation counts both kinds, while the flux contains the mobile kind:

\[
(c+n_t)_t=-J_x,\qquad J=-Dc_x .
\]

Assume that capture and release are fast compared with permeation, so that \(n_t\) follows the local \(c\). Suppose there are \(N_t\) traps per volume, each holding one atom with binding energy \(E_b\), and \(N_s\) ordinary sites per volume, sparsely filled. With equal vibrational factors for both kinds of site, equilibrium requires

\[
\frac{n_t}{N_t-n_t}=\frac{c}{N_s}\,e^{E_b/k_BT}.
\]

Setting \(K=N_se^{-E_b/k_BT}\) makes the right side \(c/K\), and solving for \(n_t\) gives

\[
n_t=\frac{N_tc}{c+K}.
\]

The concentration \(K\) is the one at which half the traps are full.

**Q:** That makes the equation nonlinear. Does the moment argument survive?

**A:** It does, because the flux law is unchanged. The same multiplication by \(x\) gives

\[
LQ=Dc_0t-\int_0^Lx\,(c+n_t)\,dx .
\]

In the steady state the traps no longer change their filling, so \(c_s\) is the same straight line as before. With \(s=c_s/c_0=1-x/L\), \(\nu=N_t/c_0\) and \(\kappa=K/c_0\), the added lag is

\[
\frac1{Dc_0}\int_0^Lx\,n_t\,dx=\frac{L^2}{D}\,\nu I,
\qquad I=\int_0^1(1-s)\frac{s}{s+\kappa}\,ds .
\]

Split the fraction as \(s/(s+\kappa)=1-\kappa/(s+\kappa)\), and then use \((1-s)/(s+\kappa)=(1+\kappa)/(s+\kappa)-1\):

\[
I=\frac12-\kappa\left[(1+\kappa)\ln\frac{1+\kappa}{\kappa}-1\right]
=\frac12+\kappa-\kappa(1+\kappa)\ln\left(1+\frac1\kappa\right).
\]

The factor is \(1+6\nu I\).

**Q:** Check the limits before you quote a number.

The ideal film has a lag of \(L^2/(6D)\), and traps in local equilibrium multiply it by \(1+6\nu I\). It remains to check the limits of that factor and put in numbers, then to treat fields and electrons and ask when a measured lag really yields \(D\).
